# Bond breaking with logistic activation energies: the power-law formula and its errors

## Physical situation and model

At an interface between silicon and its oxide, hydrogen atoms saturate silicon bonds that would otherwise be left dangling. When such a Si–H bond breaks, an electrically active defect remains. If all bonds had the same rate $k$, the broken fraction would be $1-e^{-kt}$, and nearly all of the change would fall within about two decades of time. In a disordered interface the activation energies differ from bond to bond, and the change can extend over many decades. The question is what law of time a given spread of energies produces, and how accurate it is.

There are $N$ bonds per unit area, intact at $t=0$. They break independently and irreversibly at constant temperature $T$; hydrogen does not return. $N_b(t)$ is the expected density of broken bonds and $B=N_b/N$ the broken fraction. Energies are in electronvolts and times in seconds, the natural units here.

For a logistic distribution of activation energies with centre $\mu$ and scale $s$, and a rate $k(E)=\nu e^{-E/k_BT}$ with a common prefactor $\nu$, the result is

$$B(t)\approx\frac{1}{1+(t/t_0)^{-a}},\qquad a=\frac{k_BT}{s},\qquad t_0=\frac{e^{\mu/k_BT}}{\nu}. \tag{1}$$

This is an approximation for $a\ll1$, with an absolute error of order $a$. Replacing $t_0$ by

$$t_1=t_0e^{-\gamma}\approx0.561\,t_0,\qquad \gamma=0.5772\ldots\ \text{(Euler's constant)}, \tag{2}$$

reduces this absolute error to order $a^2$. This is the form to implement when $a\ll1$.

## The rate of one bond

Let the bond vibration be a harmonic ladder with levels $n=0,\dots,L$ at energies $n\hbar\omega$ above the ground level. The lattice is a bath at temperature $T$. For a coupling linear in the vibrational coordinate, the step $n\to n-1$ has rate $nw$. Detailed balance then gives $n-1\to n$ the rate $nwq$, with $q=e^{-\hbar\omega/k_BT}$. From the top level the hydrogen escapes over the remaining barrier at the rate

$$r=A\,e^{-(E-L\hbar\omega)/k_BT}.$$

The activation energy $E$ is counted from the ground vibrational level. Disorder is assumed to change $E$ but not $\omega$, $w$, $L$ or $A$. Escape from the lower levels is excluded by assumption. If it followed the same law, each level would contribute equally to the Arrhenius rate, which would multiply $\nu$ below by $L+1$, and the rate would not saturate at the value found below.

Without escape the populations are $p_n=(1-q)q^n/(1-q^{L+1})$. With escape, write them as $P_n=p_n\varphi_n$. Since $q\,p_{n-1}=p_n$, the net upward flux between $n-1$ and $n$ is

$$J=nwq\,P_{n-1}-nw\,P_n=nw\,p_n(\varphi_{n-1}-\varphi_n).$$

For $q\ll1$ nearly all population sits in the ground level. In the slowly decaying state the flux is then the same through every step, up to relative corrections of order $q$. It also equals the escape flux $J=r\,p_L\varphi_L$. Adding the differences of $\varphi$ from the top down gives

$$\varphi_0=J\left[\frac{1}{r\,p_L}+\sum_{n=1}^{L}\frac{1}{nw\,p_n}\right].$$

The term $n=L$ dominates the sum, because the term below it is smaller by the factor $qL/(L-1)$. The total population is $\varphi_0$ up to order $q$, so the rate $k=J/\varphi_0$ is

$$k=\frac{p_L\,r}{1+r/(Lw)}. \tag{3}$$

If escape is slow compared with relaxation of the top level, $r\ll Lw$, the denominator is one. With $p_L\approx(1-q)e^{-L\hbar\omega/k_BT}$ the level energy cancels:

$$k=(1-q)\,e^{-L\hbar\omega/k_BT}A\,e^{-(E-L\hbar\omega)/k_BT}=\nu\,e^{-E/k_BT},\qquad \nu=A(1-q). \tag{4}$$

In the opposite case, $r\gg Lw$, the rate saturates at $k_{\rm sat}=Lw\,p_L$ and no longer depends on $E$. The crossover $r=Lw$ lies at $E_c=L\hbar\omega+k_BT\ln[A/(Lw)]$. Bonds below $E_c$ do not obey (4), but they have all broken once $t\gg1/k_{\rm sat}$, with either rate. The same holds for the part of the logistic distribution at $E<0$, which has no physical meaning. The results below therefore apply for $t\gg1/k_{\rm sat}$.

## The distribution of energies

Define the logistic function and its derivative,

$$F(u)=\frac{1}{1+e^{-u}},\qquad F'(u)=\frac{e^{-u}}{(1+e^{-u})^2}=F(1-F). \tag{5}$$

The density of activation energies is $g(E)=F'\big((E-\mu)/s\big)/s$, so the fraction of bonds with energy below $E$ is $F\big((E-\mu)/s\big)$.

The width that enters $a$ is the scale $s$, not the standard deviation. Expanding $F'$ in powers of $e^{-u}$ for $u>0$ and using its symmetry gives

$$\int_{-\infty}^{\infty}u^2F'\,du=2\sum_{j\ge1}(-1)^{j-1}j\int_0^\infty u^2e^{-ju}du=4\sum_{j\ge1}\frac{(-1)^{j-1}}{j^2}=\frac{\pi^2}{3}.$$

The standard deviation is therefore $\pi s/\sqrt3\approx1.81\,s$. Using it in place of $s$ would make the exponent too small by this factor.

## The moving front

The broken fraction is the average of the single-bond result over the distribution:

$$B(t)=\int_{-\infty}^{\infty}g(E)\left[1-e^{-k(E)t}\right]dE. \tag{6}$$

Let $E^*(t)=k_BT\ln(\nu t)$. Then $k(E)t=e^{-(E-E^*)/k_BT}$. The bracket in (6) is close to one a few $k_BT$ below $E^*$ and close to zero a few $k_BT$ above it. It acts as a front that moves through the distribution logarithmically in time. If $g$ varies little over $k_BT$, that is if $k_BT\ll s$, the front may be replaced by a step:

$$B\approx\int_{-\infty}^{E^*}g(E)\,dE=F\!\left(\frac{E^*-\mu}{s}\right). \tag{7}$$

The argument is

$$\frac{E^*-\mu}{s}=\frac{k_BT}{s}\left[\ln(\nu t)-\frac{\mu}{k_BT}\right]=a\ln\frac{t}{t_0},$$

and $e^{-a\ln(t/t_0)}=(t/t_0)^{-a}$ turns (7) into (1). The exponent has a direct meaning: when $\ln t$ grows by one, the front advances by $k_BT$, which is $a$ in units of the distribution's scale.

## The average without the step

To find the error, write $1-e^{-y}=\int_0^ye^{-\theta}d\theta$ with $y=k(E)t$, insert it in (6), and exchange the integrals, which is allowed because the integrand is non-negative. For fixed $\theta$ the energies that contribute satisfy $\theta<\nu t\,e^{-E/k_BT}$, or $E<E^*-k_BT\ln\theta$. Their fraction is again a value of $F$, so

$$B(t)=\int_0^\infty e^{-\theta}\,F\!\left(a\ln\frac{t}{t_0}-a\ln\theta\right)d\theta. \tag{8}$$

No approximation has been made between (6) and (8). The variable $\theta$ is the random threshold that $kt$ must reach for a bond to break. The step approximation sets $\theta=1$.

Let $z=-\ln\theta$, and let angle brackets denote the average with weight $e^{-\theta}$. From $\langle e^{-\lambda z}\rangle=\langle\theta^\lambda\rangle=\Gamma(1+\lambda)$ and

$$\ln\Gamma(1+\lambda)=-\gamma\lambda+\frac{\pi^2}{12}\lambda^2+\dots,$$

comparison with $-\lambda\langle z\rangle+\tfrac12\lambda^2\,{\rm var}(z)+\dots$ gives $\langle z\rangle=\gamma$ and ${\rm var}(z)=\pi^2/6$. The mean is not zero, so the step at $E^*$ is misplaced by $\gamma k_BT$ on average. This is the origin of the shift (2).

**Error with $t_0$.** Because $F'=F(1-F)\le1/4$, the error is at most $a\langle|z|\rangle/4$. The negative part of $z$ comes from $\theta>1$; integration by parts gives its mean size,

$$\int_1^\infty e^{-\theta}\ln\theta\,d\theta=\int_1^\infty\frac{e^{-\theta}}{\theta}d\theta=E_1(1),$$

where $E_1$ is the exponential integral. The positive part has mean $\gamma+E_1(1)$, since the difference of the two must be $\gamma$. Hence

$$|{\rm error}|\le\frac a4\left[\gamma+2E_1(1)\right]\approx0.254\,a. \tag{9}$$

To leading order in $a$ the error itself is $a\gamma F'$, with largest value $\gamma a/4\approx0.144\,a$.

**Error with $t_1$.** Let $V=a\ln(t/t_1)=a\ln(t/t_0)+a\gamma$. The argument of $F$ in (8) is $V+a(z-\gamma)$, and Taylor's theorem gives

$$F\big(V+a(z-\gamma)\big)=F(V)+a(z-\gamma)F'(V)+\tfrac12a^2(z-\gamma)^2F''(\xi),$$

with $\xi$ between the two arguments. The linear term averages to zero. For the last term, $F''=F(1-F)(1-2F)$. With $F=(1-y)/2$ this is $y(1-y^2)/4$, whose largest magnitude, at $y=\pm1/\sqrt3$, is $1/(6\sqrt3)$. Therefore

$$\left|B(t)-\frac{1}{1+(t/t_1)^{-a}}\right|\le\frac{a^2}{2}\cdot\frac{\pi^2}{6}\cdot\frac{1}{6\sqrt3}=\frac{\pi^2a^2}{72\sqrt3}\approx0.079\,a^2 \tag{10}$$

at every time. For small $a$ the largest error approaches this bound, because $F''(\xi)$ may then be replaced by $F''(V)$.

Numerical integration of (6), at 161 equally spaced values of $a\ln(t/t_0)$ from $-8$ to $8$, gives these largest absolute errors in $B$:

| $a$ | with $t_0$ | with $t_1$ |
|---|---|---|
| 0.05 | 0.0072 | 0.00020 |
| 0.3 | 0.043 | 0.0068 |
| 1 | 0.136 | 0.058 |
| 2 | 0.236 | 0.150 |

At $a=0.3$ the shifted law is good to better than one per cent of $N$. At $a=2$ neither law is useful.

## Early times, late times and narrow distributions

A small absolute error can still be a large relative error when few bonds are broken. Put $\tau=t/t_0$. Then (8) reads

$$B=\int_0^\infty e^{-\theta}\frac{\tau^a}{\tau^a+\theta^a}\,d\theta. \tag{11}$$

For $a<1$ and $\tau\to0$, divide by $\tau^a$. The remaining integral tends to $\int_0^\infty e^{-\theta}\theta^{-a}d\theta$, which converges at $\theta=0$:

$$B\to\Gamma(1-a)\,\tau^a\qquad(a<1). \tag{12}$$

The exponent of (1) is right, but its amplitude is 1, and that of the shifted law is $e^{\gamma a}$. "Early" here means $t\gg1/k_{\rm sat}$ and $(t/t_0)^a\ll1$; for small $a$ the second condition is much stricter than $t\ll t_0$. For $a>1/2$ the stricter condition $(t/t_0)^{1-a}\ll1$ is needed, because the power law (12) is then followed by a term linear in $t$: at $(t/t_0)^a=0.01$, $B$ is only 0.80 of (12) for $a=0.7$ and 0.36 of it for $a=0.9$. At still shorter times the power law ends: the rate (3) never exceeds $k_{\rm sat}$, so with it $B$ cannot exceed $k_{\rm sat}t$.

For $\tau\to\infty$ the surviving fraction, multiplied by $\tau^a$, tends to $\int_0^\infty e^{-\theta}\theta^ad\theta$, so

$$1-B\to\Gamma(1+a)\,\tau^{-a}\qquad(a>0). \tag{13}$$

For $a>1$ the early limit changes. With $\theta=\tau y$, (11) becomes $\tau\int_0^\infty e^{-\tau y}(1+y^a)^{-1}dy$. The integral now converges without the exponential. With $v=y^a$,

$$B\to\tau\,\frac1a\int_0^\infty\frac{v^{1/a-1}}{1+v}\,dv=\tau\,\frac{\pi/a}{\sin(\pi/a)}\qquad(a>1), \tag{14}$$

where the integral is the beta function $\Gamma(1/a)\Gamma(1-1/a)=\pi/\sin(\pi/a)$. The early growth is linear in time, and its exponent is no longer $k_BT/s$. The distribution is then so narrow that the average rate is finite, and the first bonds to break do so by chance rather than because a front has reached them.

At the border $a=1$, the substitution $x=\theta+\tau$ in (11) gives $B=\tau e^\tau E_1(\tau)$. Since $E_1(\tau)\approx-\ln\tau-\gamma$ for small $\tau$, the linear growth carries a logarithm.

In the limit $s\to0$, $a\to\infty$, $F$ in (8) becomes a step that admits $\theta<\tau$, and $B=1-e^{-\tau}$, as it must for identical bonds. Formula (1) instead becomes a jump at $t=t_0$. Just before the jump it is wrong by $1-e^{-1}\approx0.63$.

## Worked example

The parameters are round model values, not fitted to a measured interface. Reported energies for purely thermal dissociation of interface Si–H bonds are much higher, about 2.6 to 2.8 eV, which with the same $\nu$ would give $t_0$ of order $10^{19}$ to $10^{22}$ s at 400 K. The times below are therefore not predictions for a device: $\mu=1.5$ eV, $s=0.1$ eV, $\hbar\omega=0.25$ eV, $L=3$, $A=10^{13}\ {\rm s^{-1}}$, $w=10^{11}\ {\rm s^{-1}}$, $N=10^{12}\ {\rm cm^{-2}}$ and $T=400$ K.

**Rate.** Here $k_BT=0.03447$ eV and $q=e^{-0.25/0.03447}=7.1\times10^{-4}$, so $\nu=A(1-q)=9.993\times10^{12}\ {\rm s^{-1}}$. The saturated rate is $k_{\rm sat}=106\ {\rm s^{-1}}$, and the crossover lies at

$$E_c=0.75+0.03447\,\ln\frac{10^{13}}{3\times10^{11}}=0.87\ {\rm eV}.$$

The fraction of bonds below it is $F(-6.3)\approx0.002$. The slowest decay rate of the ladder, found by diagonalizing its rate matrix in high-precision arithmetic, is $94.3\ {\rm s^{-1}}$ at $E=0.8$ eV. Formula (3) gives $94.4\ {\rm s^{-1}}$, while the Arrhenius rate (4) gives $832\ {\rm s^{-1}}$. At $E=1.5$ eV all three are $1.26\times10^{-6}\ {\rm s^{-1}}$.

**Exponent and times.** From (1) and (2),

$$a=\frac{0.03447}{0.1}=0.345,\qquad t_0=\frac{e^{1.5/0.03447}}{\nu}=7.93\times10^5\ {\rm s},\qquad t_1=4.45\times10^5\ {\rm s}.$$

These times are 9.2 and 5.2 days.

**One time in full.** At $t=10^4$ s the front is at $E^*=k_BT\ln(\nu t)=1.349$ eV, so $(E^*-\mu)/s=-1.51$ and $F(-1.51)=0.181$. The shift adds $\gamma a=0.20$ to the argument, and $F(-1.31)=0.213$. Numerical integration of (6) gives 0.221. The broken densities are $1.81\times10^{11}$, $2.13\times10^{11}$ and $2.21\times10^{11}\ {\rm cm^{-2}}$ respectively. Relative to the integral, the unshifted law is 18% low and the shifted law 4% low.

The broken fractions over eight decades are:

| $t$ (s) | integral (6) | with $t_0$ | with $t_1$ |
|---|---|---|---|
| $1$ | 0.0125 | 0.0092 | 0.0112 |
| $10^2$ | 0.0573 | 0.0433 | 0.0524 |
| $10^4$ | 0.2212 | 0.1813 | 0.2127 |
| $10^6$ | 0.5648 | 0.5199 | 0.5692 |
| $10^8$ | 0.8584 | 0.8412 | 0.8660 |

Using the saturating rate (3) instead of (4) changes the first value from 0.01249 to 0.01247 and leaves the others unchanged to the digits shown. This depends on $w$, since $k_{\rm sat}\propto w$. For $w=10^9\ {\rm s^{-1}}$, closer to the nanosecond lifetimes of the Si–H stretch on silicon surfaces, $k_{\rm sat}\approx1\ {\rm s^{-1}}$; the first row then violates $t\gg1/k_{\rm sat}$ and falls to 0.0085, and the second becomes 0.0572.

At 1 s the shifted law is 11% below the integral, although the absolute difference is 0.0013. Equation (12) accounts for this: the true amplitude is $\Gamma(1-a)=1.375$ and that of the shifted law is $e^{\gamma a}=1.220$, a ratio of 0.89. At late times the survivors are the sensitive quantity. At $10^8$ s their fraction is 0.142 from the integral, 0.159 with $t_0$ and 0.134 with $t_1$.

## Extracting parameters from data

Differentiating the shifted law with (5) gives $dB/d\ln t=aB(1-B)$, so

$$\frac{d\ln B}{d\ln t}=a(1-B),\qquad \ln\frac{B}{1-B}=a\ln\frac{t}{t_1}. \tag{15}$$

In the shifted law, the slope of a double-logarithmic plot is close to $a$ only while $B\ll1$. In the example at $t=10^4$ s, differentiating the integral (6) numerically gives a slope of 0.256 at 300 K and 0.258 at 400 K. The two are nearly equal, although $a$ rises from 0.259 to 0.345. At 300 K less than 1% of the bonds are broken and the slope is close to $a$. At 400 K, 22% are broken, and (15) with the shifted law predicts 0.271, which is 5% too high. Reading these slopes as exponents would hide the proportionality of $a$ to $T$.

The second form in (15) removes the factor $1-B$, but it requires the total density $N$. Applied to the integral's values at $10^2$ and $10^6$ s, it gives

$$a_{\rm fit}=\frac{\ln(1.298/0.0608)}{\ln10^4}=0.332,$$

which is 4% below $a$. A deficit is expected from the tails. By (12) and (13), the ratio $B/(1-B)$ starts at $\Gamma(1-a)=1.37$ times $\tau^a$ and ends at $1/\Gamma(1+a)=1.12$ times $\tau^a$, so its average logarithmic slope between the tails is below $a$.

A fit at one temperature yields $a$ and $t_1$, hence $s=k_BT/a$, but it does not separate $\mu$ from $\nu$. If $\nu$ is known, $\mu=k_BT[\ln(\nu t_1)+\gamma]$. Omitting $\gamma$ places $\mu$ too low by $\gamma k_BT$, or 0.020 eV at 400 K. If $\nu$ is unknown but nearly independent of temperature, fits at $T_1$ and $T_2$ give $\mu$ from

$$\ln\frac{t_1(T_1)}{t_1(T_2)}=\frac{\mu}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)$$

without any value of $\nu$. This relation amplifies any bias in the fitted $t_1$, and the bias is largest when the data lie in the early tail, where the shifted law has the wrong amplitude. In the example, straight-line fits of the second form in (15) over $10^2$ to $10^6$ s give $\mu=1.478$ eV from 300 and 400 K and 1.471 eV from 350 and 400 K, but 1.499 eV from 400 and 450 K, where the data reach $B\approx1/2$.

## Conditions of use

For $a\lesssim0.3$, use (1) with $t_1$ in place of $t_0$ when an absolute accuracy of 0.01 in $B$ suffices. If the relative accuracy of a small $B$ or a small $1-B$ matters, or if $a$ is larger, integrate (6) numerically. In the variable $x=(E-\mu)/s$, the trapezoidal rule on $-60\le x\le60$ with step 0.005 produced the values above. Evaluate $1-e^{-kt}$ with a function designed for small arguments, since direct subtraction loses digits when $kt\ll1$.

The constant exponent and the tails (12) to (14) come from the exponential tails of the logistic shape, which is assumed here and not derived. For a Gaussian with the same centre and standard deviation, the slope of $\ln[B/(1-B)]$ against $\ln t$ in the example drifts from 0.50 at 1 s to 0.39 at $10^2$ s and 0.30 at $10^6$ s, while the logistic value stays between 0.33 and 0.35; the broken fraction at 1 s is 0.0085 instead of 0.0125.

The identification $a=k_BT/s$ also needs a prefactor that does not vary systematically with the barrier. Suppose instead that it rises with the barrier as $\nu=\nu_*e^{E/D}$, with $D>k_BT$. Then

$$k=\nu_*e^{-E/\Theta},\qquad \frac1\Theta=\frac1{k_BT}-\frac1D,$$

and the derivation from (6) on holds with $\Theta$ in place of $k_BT$ and $\nu_*$ in place of $\nu$. The exponent becomes $\Theta/s$, which is larger than $k_BT/s$ and not proportional to $T$.

If current carriers excite the vibration, the level populations no longer follow the lattice temperature, and (4) must be derived anew. If hydrogen returns to broken bonds, $B$ need not approach one, and (6) does not apply.

All numerical values are calculated from the stated model.
